# Length and velocity dipole matrix elements for exact states

## The relation between position and momentum elements

Suppose that the 1s state of hydrogen is described by an exponential function that falls off 10 percent too fast, and that this function is used to find how strongly light drives the transition to a 2p state. The coupling to light can be written with the momentum of the electron or with its position. With this slightly wrong function, and with the transition frequency taken from its own mean energy, the amplitude from the momentum is 1.19 times the amplitude from the position, and the transition rate, which goes as the square, is 1.41 times as large. The question is whether this disagreement belongs to the physics of light or to the wavefunction. It belongs to the wavefunction: for exact bound states of an electron in a local potential the two forms give the same answer.

Consider one electron of mass $m$ with the Hamiltonian

$$
H = \frac{p^2}{2m} + V(\mathbf r) , \qquad \mathbf p = -i\hbar\nabla .
$$

The potential $V$ is real and local, which means that it acts on a wavefunction by multiplying it, point by point, by the number $V(\mathbf r)$. Spin and relativity are left out, and the nucleus is fixed. Let $|i\rangle$ and $|f\rangle$ be two exact bound eigenstates,

$$
H|i\rangle = E_i|i\rangle , \qquad H|f\rangle = E_f|f\rangle , \qquad \omega_{fi} = \frac{E_f - E_i}{\hbar} .
$$

The relation to be proved is

$$
\langle f|\mathbf p|i\rangle = i m\,\omega_{fi}\,\langle f|\mathbf r|i\rangle . \tag{1}
$$

The element of $\mathbf r$ is called the length element, and the element of $\mathbf p/m$ the velocity element. They have different units and cannot themselves be equal. What is equal is the velocity element and $i\omega_{fi}$ times the length element.

The proof starts from the commutator of $H$ with one coordinate, say $z$. An operator identity is safest when it acts on something, so let $g(\mathbf r)$ be any smooth function. The potential drops out, because multiplication by $V$ and multiplication by $z$ can be done in either order:

$$
V(zg) - z(Vg) = 0 .
$$

This is the step that needs a local potential. For the kinetic energy, differentiate the product $zg$ twice with respect to $z$:

$$
\frac{\partial}{\partial z}(zg) = g + z\frac{\partial g}{\partial z} , \qquad
\frac{\partial^2}{\partial z^2}(zg) = 2\frac{\partial g}{\partial z} + z\frac{\partial^2 g}{\partial z^2} .
$$

The derivatives with respect to $x$ and $y$ do not act on the factor $z$. Adding all three second derivatives gives

$$
\nabla^2(zg) = z\nabla^2 g + 2\frac{\partial g}{\partial z} . \tag{2}
$$

The kinetic energy is $-\hbar^2\nabla^2/2m$. The terms with $z\nabla^2 g$ cancel in the commutator, and there remains

$$
[H,z]\,g = -\frac{\hbar^2}{2m}\, 2\frac{\partial g}{\partial z} = -\frac{\hbar^2}{m}\frac{\partial g}{\partial z} .
$$

Since $p_z g = -i\hbar\,\partial g/\partial z$, multiplying $p_z g$ by $-i\hbar/m$ gives $(-i)(-i)\hbar^2/m = -\hbar^2/m$ times the derivative, which is the right-hand side. The same calculation holds for $x$ and $y$, so

$$
[H,\mathbf r] = -\frac{i\hbar}{m}\,\mathbf p , \qquad
\mathbf p = \frac{im}{\hbar}\,[H,\mathbf r] . \tag{3}
$$

The second form follows from the first because $1/(-i) = i$.

Now place (3) between the two states:

$$
\langle f|\mathbf p|i\rangle = \frac{im}{\hbar}\Big( \langle f|H\mathbf r|i\rangle - \langle f|\mathbf rH|i\rangle \Big) .
$$

In the second term $H$ stands next to $|i\rangle$ and gives the number $E_i$. In the first term $H$ can act to the left on $\langle f|$, where it gives $E_f$. Hence

$$
\langle f|\mathbf p|i\rangle = \frac{im}{\hbar}(E_f - E_i)\langle f|\mathbf r|i\rangle ,
$$

which is (1). The algebra is short, but the action of $H$ to the left hides an integration by parts, and an integration by parts can leave something at the boundary.

To see what is left, let all integrals stop at a sphere of radius $R$, and write $u = z\psi_i$. The divergence of a product gives

$$
\nabla\cdot\big(\psi_f^*\nabla u - u\nabla\psi_f^*\big) = \psi_f^*\nabla^2u - u\nabla^2\psi_f^* ,
$$

because the two terms $\nabla\psi_f^*\cdot\nabla u$ cancel. Integrate over the sphere and use the divergence theorem on the left. After multiplication by $-\hbar^2/2m$, and with the terms in the real potential $V$ added on both sides, this becomes

$$
\int_R\psi_f^*\,Hu\,d^3r = \int_R (H\psi_f)^*u\,d^3r - \frac{\hbar^2}{2m}\,S_R ,
$$

$$
S_R = \oint_R\left(\psi_f^*\frac{\partial u}{\partial r} - u\frac{\partial\psi_f^*}{\partial r}\right)dS .
$$

Let $z_R$ and $p_R$ be the matrix elements of $z$ and $p_z$ with the integrals cut off at $R$. Using $H\psi_f = E_f\psi_f$, the cut-off form of the relation is

$$
p_R = \frac{im}{\hbar}\left[(E_f - E_i)z_R - \frac{\hbar^2}{2m}S_R\right]
= i m\,\omega_{fi}\,z_R - \frac{i\hbar}{2}S_R . \tag{4}
$$

For bound states whose wavefunctions and slopes fall off exponentially, $S_R$ goes to zero as $R$ grows: neither the factor $z$ in $u$ nor the area, which grows as $R^2$, can compete with an exponential. Equation (1) then holds for the full integrals.

A Coulomb potential also has a singular point at the nucleus, where the commutator was not shown to hold. Cut out a small sphere around that point. The wavefunctions and their slopes stay finite there, so the surface integral over the small sphere shrinks with its area. The integrals over its volume vanish too, since even $1/r$ is harmless when multiplied by the volume element $r^2dr$. The nucleus therefore adds nothing.

The surface term is not a formality. Take a free particle on a ring of length $L$, with the coordinate $x$ running from $0$ to $L$, and let both states be the same wave,

$$
\psi = \frac{e^{ikx}}{\sqrt L} , \qquad e^{ikL} = 1 .
$$

Its momentum element is $\hbar k$. The energy difference is zero, so (1) would give zero. The reason for the failure is that $u = x\psi$ does not return to its starting value after one turn. In one dimension the surface term is the difference of the bracket between the two ends. With

$$
\psi^*\frac{du}{dx} = \frac{1 + ikx}{L} , \qquad u\frac{d\psi^*}{dx} = -\frac{ikx}{L} ,
$$

the bracket is $(1 + 2ikx)/L$, and its difference between $x = L$ and $x = 0$ is $2ik$. The last term of (4) is then $-(i\hbar/2)(2ik) = \hbar k$, which is the whole momentum. On a ring, or for waves in a periodic solid treated in the same way, the position element cannot simply replace the momentum element.

The factor $i\omega_{fi}$ has a direct physical meaning. Let the electron be in a superposition of the two states with constant coefficients $c_i$ and $c_f$. Each state carries its phase $e^{-iEt/\hbar}$, so the part of the mean position that connects $f$ with $i$ is

$$
c_f^*c_i\,\langle f|\mathbf r|i\rangle\,e^{i\omega_{fi}t} ,
$$

together with its complex conjugate. A derivative with respect to time multiplies this part by $i\omega_{fi}$. The corresponding part of the mean velocity contains $\langle f|\mathbf p|i\rangle/m$. Equation (1) says that the velocity of the oscillating charge is the rate of change of its position. The factor $i$ is a quarter of a period between the two, as in any harmonic motion. If the two energies are equal, nothing oscillates between these states, and the momentum element vanishes even when the position element does not.

The two forms of the coupling to light can now be compared. Let the wavelength be much larger than the atom, so that the vector potential $\mathbf A(t)$ is the same everywhere in it. The electron has charge $-e$, and its wavefunction obeys

$$
i\hbar\frac{\partial\psi}{\partial t} = \left[\frac{(\mathbf p + e\mathbf A)^2}{2m} + V\right]\psi , \qquad
\mathbf E = -\frac{d\mathbf A}{dt} .
$$

Since $\mathbf A$ does not depend on position, it commutes with $\mathbf p$, and the square gives the coupling $e\mathbf A\cdot\mathbf p/m$ and the term $e^2A^2/2m$. The latter is a function of time alone. It gives all states a common phase and causes no transitions.

For the other form, put $\psi = e^{-ie\mathbf A\cdot\mathbf r/\hbar}\psi'$. The gradient of the exponential produces $-e\mathbf A$, so that

$$
(\mathbf p + e\mathbf A)\psi = e^{-ie\mathbf A\cdot\mathbf r/\hbar}\,\mathbf p\,\psi' .
$$

Applying the bracket a second time replaces $(\mathbf p + e\mathbf A)^2$ by $p^2$. The time derivative of the exponential adds $e(d\mathbf A/dt)\cdot\mathbf r\,\psi'$ on the left. Moved to the right, this term is $+e\mathbf E\cdot\mathbf r\,\psi'$, and the result is

$$
i\hbar\frac{\partial\psi'}{\partial t} = \big[H + e\mathbf E\cdot\mathbf r\big]\psi' .
$$

The local potential passes through the exponential unchanged. This change of wavefunction is a gauge transformation, and it turns the velocity form of the coupling into the length form.

For a light pulse with $\mathbf A = 0$ before and after, $\psi$ and $\psi'$ are the same function at both ends, so transition amplitudes can be compared directly. To first order in the field, the amplitude from $i$ to $f$ is $1/(i\hbar)$ times the time integral of the coupling element multiplied by $e^{i\omega_{fi}t}$. In the length form the integral is

$$
-e\,\langle f|\mathbf r|i\rangle\cdot\int\frac{d\mathbf A}{dt}\,e^{i\omega_{fi}t}\,dt
= i\omega_{fi}\,e\,\langle f|\mathbf r|i\rangle\cdot\int\mathbf A\,e^{i\omega_{fi}t}\,dt ,
$$

where the integration by parts has no end terms because $\mathbf A$ vanishes there. In the velocity form it is

$$
\frac{e}{m}\,\langle f|\mathbf p|i\rangle\cdot\int\mathbf A\,e^{i\omega_{fi}t}\,dt .
$$

By (1) the two are equal for every such pulse. During the pulse the functions $\psi$ and $\psi'$ differ by a phase that depends on position, and populations read off from them with the same $|i\rangle$ and $|f\rangle$ need not agree.

Everything so far used a local potential. Suppose that $H$ also contains a nonlocal term $W$, which acts through an integral,

$$
(W\psi)(\mathbf r) = \int W(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r' .
$$

The commutator $[W,z]$ then has the kernel $W(\mathbf r,\mathbf r')(z' - z)$, which is in general not zero when $W$ connects different points. The first equation in (3) gains the term $[W,\mathbf r]$ on its right, and solving for $\mathbf p$ as before gives

$$
\langle f|\mathbf p|i\rangle = i m\,\omega_{fi}\langle f|\mathbf r|i\rangle - \frac{im}{\hbar}\langle f|[W,\mathbf r]|i\rangle . \tag{5}
$$

The rate of change of position is still $(i/\hbar)[H,\mathbf r]$, but this operator is now $\mathbf p/m + (i/\hbar)[W,\mathbf r]$. The momentum divided by the mass is no longer the velocity, and that is why its matrix element no longer follows the motion of the charge.

## Hydrogen, and what happens when a condition fails

The symbols are those of the first half. The states $|i\rangle$ and $|f\rangle$ have energies $E_i$ and $E_f$, and $\omega_{fi} = (E_f - E_i)/\hbar$. For exact bound states in a local potential, $\langle f|\mathbf p|i\rangle = i m\,\omega_{fi}\langle f|\mathbf r|i\rangle$, which is (1). If the integrals stop at a radius $R$, (4) adds the surface term $-(i\hbar/2)S_R$, where $S_R$ is the integral of $\psi_f^*\partial_ru - u\,\partial_r\psi_f^*$ over the sphere and $u = z\psi_i$. A nonlocal term $W$ in the Hamiltonian adds the commutator in (5).

For hydrogen with a fixed nucleus, the potential is $-e^2/(4\pi\varepsilon_0r)$. With the Bohr radius

$$
a_0 = \frac{4\pi\varepsilon_0\hbar^2}{me^2} , \qquad
V = -\frac{\hbar^2}{ma_0r} ,
$$

the initial state 1s and the final state 2p$_z$ are

$$
\psi_{1s} = \frac{e^{-r/a_0}}{\sqrt{\pi a_0^3}} , \qquad
\psi_{2p_z} = \frac{z\,e^{-r/2a_0}}{\sqrt{32\pi a_0^5}} .
$$

The relation needs exact eigenstates, so this property has to be shown. A function $g(r)$ of the radius alone has $\nabla^2g = g'' + 2g'/r$. For $g = e^{-r/a_0}$ this is

$$
\nabla^2g = \left(\frac{1}{a_0^2} - \frac{2}{a_0r}\right)g .
$$

Multiplication by $-\hbar^2/2m$ turns the second term into $+\hbar^2/(ma_0r)$, which cancels the potential. The constant that remains is the energy. For 2p$_z$, use (2) with $g = e^{-r/2a_0}$ and $\partial g/\partial z = g'z/r$:

$$
\nabla^2(zg) = z\left(g'' + \frac{4g'}{r}\right) = \left(\frac{1}{4a_0^2} - \frac{2}{a_0r}\right)zg .
$$

Again the term in $1/r$ cancels the potential. The energies and the frequency are

$$
E_{1s} = -\frac{\hbar^2}{2ma_0^2} , \qquad E_{2p} = -\frac{\hbar^2}{8ma_0^2} , \qquad
\omega = \frac{3\hbar}{8ma_0^2} .
$$

In numbers, $E_{1s} = -2.179872\times10^{-18}$ J and $E_{2p} = -0.544968\times10^{-18}$ J. The gap is $1.634904\times10^{-18}$ J, or 10.204 eV, and division by $\hbar = 1.054572\times10^{-34}$ J s gives $\omega = 1.550302\times10^{16}$ rad/s. These digits belong to the fixed-nucleus model and are kept only to check (1). In real hydrogen the motion of the proton lowers the gap by a fraction close to the ratio of the electron mass to the proton mass, about 5 parts in $10^4$.

The integrals separate into an angular and a radial part. Write $z = r\cos\theta$ and

$$
\psi_{1s} = \frac{R_{10}}{\sqrt{4\pi}} , \qquad
\psi_{2p_z} = \sqrt{\frac{3}{4\pi}}\,\cos\theta\,R_{21} ,
$$

$$
R_{10} = \frac{2e^{-r/a_0}}{a_0^{3/2}} , \qquad
R_{21} = \frac{r\,e^{-r/2a_0}}{2\sqrt6\,a_0^{5/2}} , \qquad
R_{21}R_{10} = \frac{r\,e^{-3r/2a_0}}{\sqrt6\,a_0^4} .
$$

One factor $\cos\theta$ comes from the final state and one from $z$. The integral of $\cos^2\theta$ over all directions is $4\pi/3$, so the angular factor is

$$
\frac{\sqrt3}{4\pi}\,\frac{4\pi}{3} = \frac{1}{\sqrt3} .
$$

The radial integrals follow from $\int_0^\infty r^ne^{-br}dr = n!/b^{n+1}$ with $b = 3/(2a_0)$. In the length element, $z$ supplies one power of $r$ and the volume element two:

$$
\int_0^\infty R_{21}R_{10}\,r^3dr = \frac{1}{\sqrt6\,a_0^4}\,24\left(\frac{2a_0}{3}\right)^5
= \frac{256}{81\sqrt6}\,a_0 = 1.290266\,a_0 .
$$

Multiplied by $1/\sqrt3$, this gives

$$
\langle2p_z|z|1s\rangle = \frac{128\sqrt2}{243}\,a_0 = 0.744936\,a_0 = 3.942029\times10^{-11}\ \text{m} .
$$

The momentum element is computed without using (1). The derivative of the 1s function is

$$
p_z\psi_{1s} = -i\hbar\left(-\frac{1}{a_0}\frac{z}{r}\right)\psi_{1s} = \frac{i\hbar}{a_0}\cos\theta\,\psi_{1s} .
$$

The angular factor is the same as before, but there is one power of $r$ less:

$$
\int_0^\infty R_{21}R_{10}\,r^2dr = \frac{1}{\sqrt6\,a_0^4}\,6\left(\frac{2a_0}{3}\right)^4
= \frac{32}{27\sqrt6} = 0.483850 ,
$$

$$
\langle2p_z|p_z|1s\rangle = i\,\frac{16\sqrt2}{81}\,\frac{\hbar}{a_0}
= i\,5.567048\times10^{-25}\ \text{kg m/s} .
$$

The ratio of the two results is

$$
\frac{\langle2p_z|p_z|1s\rangle}{\langle2p_z|z|1s\rangle}
= i\,\frac{16}{81}\,\frac{243}{128}\,\frac{\hbar}{a_0^2} = i\,\frac{3\hbar}{8a_0^2} = i m\omega ,
$$

as (1) requires. With $m = 9.109384\times10^{-31}$ kg, the product $m\omega\langle2p_z|z|1s\rangle$ is also $5.567048\times10^{-25}$ kg m/s. The numerical check evaluates both elements by quadrature, with the gradient taken by finite differences, and finds them equal to a relative difference of $7.5\times10^{-10}$. The $x$ and $y$ elements between these two states vanish in both forms, because the integrand changes sign when $x$ or $y$ does.

The two integrals agree although their integrands do not. The radial integrand of the length element goes as $r^4e^{-3r/2a_0}$ and is largest at $r = 8a_0/3$. That of the momentum element goes as $r^3e^{-3r/2a_0}$ and is largest at $r = 2a_0$. The length form gives more weight to the outer part of the atom. How the difference disappears can be followed through the surface term. On a sphere of radius $r$ the bracket in $S_R$ is

$$
\frac{\cos^2\theta\,e^{-3r/2a_0}}{4\sqrt2\,\pi a_0^4}
\left[r\left(1 - \frac{r}{a_0}\right) - r\left(1 - \frac{r}{2a_0}\right)\right]
= -\frac{r^2\cos^2\theta\,e^{-3r/2a_0}}{8\sqrt2\,\pi a_0^5} .
$$

The integral over the sphere multiplies this by $4\pi R^2/3$ in place of $\cos^2\theta$, so

$$
S_R = -\frac{R^4e^{-3R/2a_0}}{6\sqrt2\,a_0^5} , \qquad
-\frac{i\hbar}{2}S_R = \frac{i\hbar R^4e^{-3R/2a_0}}{12\sqrt2\,a_0^5} .
$$

Divided by the full momentum element, the surface term is

$$
\frac{27}{128}\left(\frac{R}{a_0}\right)^4e^{-3R/2a_0} .
$$

It is 0.134 at $R = 4a_0$, 0.0053 at $8a_0$ and $3.2\times10^{-9}$ at $20a_0$. Inside any finite sphere the momentum integral is ahead of the length integral, and the outer region makes up the difference. A calculation that stops the integrals at $4a_0$ would find a mismatch of 13 percent of the full momentum element, even with the exact wavefunctions of the free atom. Confining the atom by a hard wall is a different matter: the eigenfunctions of that problem vanish on the wall, so $\psi_f$ and $u$ are zero there and $S_R$ vanishes.

The next condition to relax is that of exact states. Keep the exact 2p$_z$ state, but replace 1s by the normalized trial function

$$
\varphi = \sqrt{\frac{\zeta^3}{\pi a_0^3}}\,e^{-\zeta r/a_0} ,
$$

where $\zeta = 1$ is the exact state. The gradient of $\varphi$ has magnitude $\zeta\varphi/a_0$, so the mean kinetic energy is $\hbar^2\zeta^2/(2ma_0^2)$. The mean of $1/r$ is

$$
\frac{4\zeta^3}{a_0^3}\int_0^\infty r\,e^{-2\zeta r/a_0}dr = \frac{\zeta}{a_0} .
$$

The mean energy is therefore

$$
\tilde E = \frac{\hbar^2}{ma_0^2}\left(\frac{\zeta^2}{2} - \zeta\right)
= \frac{\hbar^2}{2ma_0^2}\left[(\zeta - 1)^2 - 1\right] . \tag{6}
$$

In the matrix elements the exponent $3/(2a_0)$ becomes $(\zeta + \tfrac12)/a_0$. The normalization adds $\zeta^{3/2}$, and the derivative in the momentum element adds one more $\zeta$:

$$
\langle f|z|\varphi\rangle = \frac{24\,\zeta^{3/2}}{\sqrt{18}\,(\zeta + \frac12)^5}\,a_0 , \qquad
\langle f|p_z|\varphi\rangle = \frac{6i\,\zeta^{5/2}}{\sqrt{18}\,(\zeta + \frac12)^4}\,\frac{\hbar}{a_0} .
$$

With the frequency $\tilde\omega = (E_{2p} - \tilde E)/\hbar$, the ratio of the direct momentum element to the value inferred from the length is

$$
\frac{\langle f|p_z|\varphi\rangle}{i m\tilde\omega\langle f|z|\varphi\rangle}
= \frac{\zeta(\zeta + \frac12)/4}{\zeta - \zeta^2/2 - \frac18} . \tag{7}
$$

For $\zeta = 1.1$ the numerator is 0.44 and the denominator 0.37, and the ratio is 1.189. In SI units the direct value is $5.457\times10^{-25}$ kg m/s, while the length form gives $4.589\times10^{-25}$ kg m/s. Compared with the exact element, they are too small by 2 and by 18 percent. By (6), the mean energy is wrong by $(\zeta - 1)^2$ relative to the exact one, which is only 1 percent.

This contrast has a simple cause. Near $\zeta = 1$ the energy, and with it $\tilde\omega$, changes only to second order in $\zeta - 1$. The logarithmic derivatives of the two elements at $\zeta = 1$ are

$$
\frac32 - \frac{5}{3/2} = -\frac{11}{6} \ \ \text{(length)} , \qquad
\frac52 - \frac{4}{3/2} = -\frac16 \ \ \text{(momentum)} ,
$$

and the ratio (7) departs from 1 with their difference, $5/3$, as its slope. A good energy is thus no assurance of a good transition strength. That the momentum form does better here is a property of this trial function and this transition, and not a general rule.

The origin of the mismatch can be isolated. Define the residual $\eta = (H - \tilde E)\varphi$, which is zero for an exact state. In the proof of (1), $H$ acting on the initial state now gives $\tilde E\varphi + \eta$, and therefore

$$
\langle f|p_z|\varphi\rangle = i m\tilde\omega\langle f|z|\varphi\rangle - \frac{im}{\hbar}\langle f|z|\eta\rangle . \tag{8}
$$

The forms agree when the last element vanishes, and this can happen without $\eta$ itself being zero. Subtracting the denominator of (7) from its numerator gives

$$
\frac34\zeta^2 - \frac78\zeta + \frac18 = (\zeta - 1)\left(\frac34\zeta - \frac18\right) .
$$

This is zero for the exact state, but also for $\zeta = 1/6$, a function spread over six times the proper length. For bound states in a local potential, agreement of the two forms is a necessary sign of exact states, and not a proof of them.

Nor does agreement show that the Hamiltonian is right. If both states are exact for some model potential that is local, (1) holds with the energies of that model, however poor the model may be. If the frequency is then taken from elsewhere, the two forms differ by the ratio of the frequencies.

The last condition is that the potential be local. It can fail while the states remain exact, as a harmonic oscillator of frequency $\omega_0$ shows. Add to it the nonlocal term $W = \lambda|0\rangle\langle0|$, where $|0\rangle$ is its ground state and $0 < \lambda < \hbar\omega_0$. This term multiplies $|0\rangle$ by $\lambda$ and gives zero on every other oscillator state, so the eigenfunctions stay as they were. The lowest energy rises by $\lambda$, and the gap to the next state $|1\rangle$ shrinks to $\hbar\omega = \hbar\omega_0 - \lambda$. The ground state is proportional to $e^{-m\omega_0x^2/2\hbar}$, and one derivative gives

$$
p|0\rangle = i m\omega_0\,x|0\rangle , \qquad
\langle1|p|0\rangle = i m\omega_0\langle1|x|0\rangle .
$$

The momentum element contains the old frequency $\omega_0$, while (1) would use the new one. The direct element is larger than the inferred one by the factor

$$
\frac{\omega_0}{\omega} = \frac{1}{1 - \lambda/\hbar\omega_0} ,
$$

which is 1.25 for $\lambda = 0.2\,\hbar\omega_0$. The commutator in (5) repairs this. Since $\langle1|0\rangle = 0$, the product $Wx$ contributes nothing, and

$$
\langle1|[W,x]|0\rangle = -\langle1|xW|0\rangle = -\lambda\langle1|x|0\rangle .
$$

The right-hand side of (5) becomes $i m(\omega + \lambda/\hbar)\langle1|x|0\rangle = i m\omega_0\langle1|x|0\rangle$, which is the direct result. A diagonalization on a grid gives the same factor of 1.25 without the correction and 1.00 with it. A disagreement between the two forms can therefore come from inexact states, from a nonlocal potential or from a boundary, and equations (8), (5) and (4) give the missing term in each case. Equation (8) assumes an exact final state. If the final state is also approximate, with mean energy $\tilde E_f$ used in $\tilde\omega$ and residual $\eta_f = (H - \tilde E_f)\psi_f$, then $H$ acting to the left adds a second term, $+(im/\hbar)\langle\eta_f|z|\varphi\rangle$.

## Numbers as computed

```
HYDROGEN 1s -> 2p_z, fixed nucleus
hbar = 1.054572e-34 J s
electron mass m = 9.109384e-31 kg
Bohr radius a0 = 5.291772e-11 m
E(1s) = -2.179872e-18 J
E(2p) = -5.449681e-19 J
energy gap = 1.634904e-18 J
energy gap converted = 10.2043 eV
omega = 1.550302e+16 rad/s
radial integral R21 R10 r^3 = 1.290266 a0
radial integral R21 R10 r^2 = 0.483850 (no unit)
angular factor 1/sqrt(3) = 0.577350
<2pz|z|1s> = 3.942029e-11 m
<2pz|z|1s> converted = 0.744936 a0
Im<2pz|pz|1s>, direct = 5.567048e-25 kg m/s
m omega <2pz|z|1s> = 5.567048e-25 kg m/s
direct value converted = 0.279351 hbar/a0
relative difference = 7.5e-10
Im velocity element = 6.11133e+05 m/s
SURFACE TERM / full momentum element
R = 4 a0: 1.339e-01
R = 8 a0: 5.309e-03
R = 20 a0: 3.158e-09
TRIAL 1s STATE
zeta = 1.1
mean energy = -2.15807e-18 J
relative energy error = 0.0100
length element = 3.29356e-11 m
Im momentum element, direct = 5.45748e-25 kg m/s
momentum from length = 4.58924e-25 kg m/s
ratio direct / from length = 1.1892
slope of ratio at zeta = 1: 1.667
OSCILLATOR WITH NONLOCAL TERM
lambda = 0.2 hbar omega0
gap = 0.8000 hbar omega0
ratio direct / from length, lambda = 0: 1.0000
ratio direct / from length, with lambda: 1.2500
ratio after commutator correction: 1.0000
```
